\section*{Lattice Monte Carlo of dopant clustering with a two-start equilibration check}

\section{One dopant that attracts itself}

Put a single dopant on an otherwise empty diamond lattice and move it to a neighbouring site. Nothing else is there to interact with, so the energy is zero before and after, and the energy change of the move is zero.

Now compute the change in the way that first suggests itself. Define the field at a site as the energy a dopant would have there, given the present occupations, and subtract the field at the old site from the field at the new one. Let two dopants on first-neighbour sites have the energy $V_1=-0.15$ eV. The field at the old site is zero. The field at the new site is $V_1$, because the old site, its neighbour, is still marked as occupied. The computed change is $-0.15$ eV: the dopant has been attracted by itself.

With one dopant the error is the same for the move and its reverse, so the positions are still sampled uniformly, although an energy accumulated from such changes drifts. With two dopants the sampling itself goes wrong. To show this, the energy must be stated in full.

\section{Energy and local field}

Let $n_i=1$ if site $i$ holds a dopant and $n_i=0$ if it holds a host atom. There are $N$ sites with periodic boundaries, and $M=\sum_i n_i$ is fixed. The model energy is
\begin{equation}
E=V_1\sum_{\langle ij\rangle_1}n_in_j+V_2\sum_{\langle ij\rangle_2}n_in_j
+W\sum_j n_j\sum_{a<b}n_{ja}n_{jb}.
\label{energy}
\end{equation}
The first two sums run over first- and second-neighbour pairs, each counted once. In the third, $ja$ and $jb$ are two of the four first neighbours of $j$; the three sites form a bent triplet with centre $j$. The parameters used here are round illustrative values, not fitted to a particular dopant: $V_1=-0.15$ eV, $V_2=+0.03$ eV and $W=-0.06$ eV. They are effective energies relative to separated dopants and are taken as independent of temperature.

Each site has 4 first and 12 second neighbours, which gives $4N/2=2N$ and $12N/2=6N$ pairs. Each centre has $\binom42=6$ pairs of neighbours, which gives $6N$ triplets. The two ends of a bent triplet are second neighbours, and two second neighbours share one first neighbour. A complete triplet therefore contributes $V_2+W=-0.03$ eV beyond its two bonds, while a second-neighbour pair with a host atom between costs $+0.03$ eV.

The field $h_i$ collects the terms of (\ref{energy}) that contain $n_i$, with $n_i$ set to one. Write $n_a$ for the occupations of the first neighbours of $i$, $k=\sum_a n_a$ for their number, and $n_{ab}$ for the three second neighbours reached through neighbour $a$. Site $i$ can be the centre of a triplet, which requires two of its $k$ occupied neighbours, or an end, which requires an occupied centre $a$ and an occupied far end $ab$. Hence
\begin{equation}
h_i=V_1k+V_2\sum_{a,b}n_{ab}
+W\left[\frac{k(k-1)}2+\sum_a n_a\sum_b n_{ab}\right].
\label{field}
\end{equation}
No occupation outside these 16 neighbours enters, so the cost of a move does not grow with the lattice.

\section{The energy change of a move}

Move a dopant from $s$ to an empty site $t$, and let $n^-$ be the configuration with the dopant at $s$ removed. By the definition of the field,
\begin{align}
E_{\rm old}&=E(n^-)+h_s(n^-), & E_{\rm new}&=E(n^-)+h_t(n^-),\\
\Delta E&=E_{\rm new}-E_{\rm old}=h_t(n^-)-h_s(n^-).
\label{delta}
\end{align}
The naive rule uses $n$ in place of $n^-$. This does not alter $h_s$, which does not contain $n_s$. It does alter $h_t$, by all terms that contain both $s$ and $t$:
\begin{equation}
\Delta E_{\rm naive}=\Delta E+J,\qquad J=V_{st}+W\tau_{st}.
\label{selfterm}
\end{equation}
Here $V_{st}$ is $V_1$, $V_2$ or zero according to the distance, and $\tau_{st}$ is the number of bent triplets formed by $s$, $t$ and one other dopant. The reverse move has the energy change $-\Delta E$ but the same $J$, since $J$ is symmetric in $s$ and $t$.

Take a pair of dopants on neighbouring sites $r$ and $s$, and move the second to $t$, a neighbour of $s$ and a second neighbour of $r$. The true change is $V_2-V_1=0.18$ eV: a bond is broken. The self term is $J=V_1+W=-0.21$ eV, because $r$, $s$ and $t$ form a triplet centred on $s$. The naive change is $0.18-0.21=-0.03$ eV, and the breaking of the bond is always accepted.

The damage follows from the Metropolis acceptance $A(x)=\min(1,e^{-\beta x})$, with $\beta=1/(k_BT)$. For $\Delta E>0$ the ratio of forward to backward acceptance should be $e^{-\beta\Delta E}$. With the self term it is
\begin{equation}
\frac{A(\Delta E+J)}{A(-\Delta E+J)}=
\begin{cases}
1, & J\le-\Delta E,\\
e^{-\beta(\Delta E+J)}, & -\Delta E<J<\Delta E,\\
e^{-2\beta\Delta E}, & J\ge\Delta E.
\end{cases}
\end{equation}
In the first case both moves are accepted; in the second only the backward one is certain; in the third the ratio is $e^{-2\beta\Delta E}$, with the backward move still certain at $J=\Delta E$ and both moves penalized for larger $J$. The required ratio results only for $J=0$. The pair above belongs to the first case: its bond carries no weight in that move.

Among random moves in a dense cell the largest naive error was 0.330 eV. This is the magnitude of $V_1+3W=-0.15-0.18$ eV, a first-neighbour move with three additional dopants completing triplets. The changes from (\ref{delta}) agreed with direct sums over all pairs and triplets.

\section{The move and its detailed balance}

Choose one of the $M$ dopants and one of the $N$ sites, each uniformly. If the site is occupied by another dopant, reject. If it is the dopant's own site, nothing changes. Otherwise remove the dopant, evaluate both fields, and accept with probability $A(\Delta E)$. A given move and its reverse are both proposed with probability $1/(MN)$, so for the Boltzmann distribution $\pi=e^{-\beta E}/Z$
\begin{equation}
\pi_{\rm old}P_{{\rm old}\to{\rm new}}
=\frac{e^{-\beta E_{\rm old}}}{ZMN}\min\left(1,e^{-\beta\Delta E}\right)
=\frac{\min\left(e^{-\beta E_{\rm old}},e^{-\beta E_{\rm new}}\right)}{ZMN}.
\end{equation}
The last form is symmetric in the two configurations, which is detailed balance. Summing over old configurations shows that the move leaves $\pi$ unchanged.

At finite $\beta$ every allowed move has a positive probability, and a sequence of moves connects any two configurations. The chain can also stay where it is. It therefore converges to $\pi$ from any start. How long this takes is not given by the argument. At low temperature a bound dopant leaves its cluster rarely, and a run can look steady because it is stuck.

The moves are not diffusion jumps: a dopant may cross the cell in one step. This is legitimate for equilibrium averages, but the number of moves is not an annealing time.

\section{From a cooling curve to a closed loop}

A smooth cooling curve is weak evidence of equilibrium, since a lagging system also gives one. A natural improvement is to cool, heat again, and compare the energies at equal temperature. Take rungs equally spaced in $\beta$:
\begin{equation}
\beta_k=k\delta,\quad k=0,\ldots,K,\qquad
\delta=\frac1{Kk_BT_K},\qquad T_k=T_K\frac Kk.
\end{equation}
With $K=12$ and $T_K=600$ K, $\delta=1.6117$ eV$^{-1}$, and the first finite temperature is 7200 K. Rungs above the melting point serve the algorithm and describe no crystal. The gain is at $\beta_0=0$, where all configurations are equally likely: random placement is an equilibrium sample, and the loop needs no preliminary run.

Number the rungs along the whole loop by $j=0,\ldots,L$, so that here $\beta_j$ first rises and then returns to its initial value. At each step first change $\beta$, then make the moves. With $x_j$ the configuration at the end of rung $j$, define the dimensionless work
\begin{equation}
w=\sum_{j=0}^{L-1}(\beta_{j+1}-\beta_j)E(x_j).
\label{work}
\end{equation}
To average $e^{-w}$, start from the weight $e^{-\beta_0E(x_0)}/Z_0$. The first factor of $e^{-w}$ turns it into $e^{-\beta_1E(x_0)}/Z_0$. The moves at $\beta_1$ leave a weight proportional to $e^{-\beta_1E}$ unchanged, so summing over $x_0$ gives
\begin{equation}
\sum_{x_0}\frac{e^{-\beta_1E(x_0)}}{Z_0}P_1(x_0,x_1)
=\frac{e^{-\beta_1E(x_1)}}{Z_0}.
\end{equation}
The next factor changes $\beta_1$ to $\beta_2$, and so on. After the last rung the sum over $x_L$ gives
\begin{equation}
\left\langle e^{-w}\right\rangle=\frac{Z_L}{Z_0}=1,\qquad \langle w\rangle\ge0.
\label{identity}
\end{equation}
The inequality follows from the convexity of the exponential, $e^{-\langle w\rangle}\le\langle e^{-w}\rangle$. The identity holds at any speed. It checks the moves and the bookkeeping, and says nothing about whether the cold rungs were equilibrated.

The equal-temperature gap is related to $w$. Let $E_k^{c}$ and $E_k^{h}$ be the energies at rung $k$ on cooling and reheating, with $E_K^c=E_K^h=E_K$ at the turning point. The cooling steps contribute $+\delta E_k^c$ for $k=0,\ldots,K-1$, and the heating steps $-\delta E_k^h$ for $k=K,\ldots,1$. Separating the terms $k=0$ and $k=K$,
\begin{equation}
w=G+\delta(E_0-E_K),\qquad
G=\delta\sum_{k=1}^{K-1}(E_k^c-E_k^h).
\label{gap}
\end{equation}
With (\ref{identity}), $\langle G\rangle\ge-\delta\langle E_0-E_K\rangle$. For very slow loops both branches follow the equilibrium energy $U(\beta)$. Then $\langle G\rangle\to0$, while the work keeps a residual from the finite steps,
\begin{equation}
\langle w\rangle\to\delta(U_0-U_K)
=\delta\int_0^{\beta_K}\left(\langle E^2\rangle-\langle E\rangle^2\right)d\beta,
\label{residual}
\end{equation}
because $dU/d\beta=-(\langle E^2\rangle-\langle E\rangle^2)$. At a fixed coldest temperature this residual falls as $1/K$. It is not a sign of poor equilibration, and so $G$ is the better measure of the gap.

\section{How a closed loop can mislead}

If no moves are made, the energy stays at its initial value throughout, and $G=0$ and $w=0$. The gap area thus vanishes for a perfectly slow loop and for a perfectly frozen one. Moreover, the two branches meet at the turning point by construction.

A cell of 54 sites with 4 dopants is small enough to show this without sampling noise. Its 316\,251 configurations fall into 374 classes under the lattice symmetries, and the probabilities can be propagated through the loop. The mean gap area is 1.75 for one move per rung, 1.52 for 4, 0.52 for 16, 0.036 for 64 and $1.4\times10^{-5}$ for 256. With its zero for no moves, it rises and then falls with the number of moves.

The slow limit of the work can be checked by hand. At $\beta=0$ a given pair of sites is occupied with probability $4\cdot3/(54\cdot53)$ and a given triplet with probability $4\cdot3\cdot2/(54\cdot53\cdot52)$. With 108 first-neighbour pairs, 324 second-neighbour pairs and 324 triplets,
\begin{align}
U_0&=(108V_1+324V_2)\frac{12}{2862}+324W\frac{24}{148824}\notag\\
&=-0.0272-0.0031=-0.0303\ {\rm eV}.
\end{align}
The enumeration gives $U_K=-0.4608$ eV at 600 K, so (\ref{residual}) predicts $1.6117\times(0.4608-0.0303)=0.694$, which is the computed work of the slowest loops.

With 4 moves per rung the energy at the turning point is $-0.333$ eV. It lies 0.128 eV above equilibrium, with zero gap. At 800 K cooling gives $-0.260$ eV and reheating $-0.359$ eV, but equilibrium is at $-0.376$ eV, outside the interval between the branches. The reheated system is still relaxing downwards, so the two branches of one loop need not enclose the answer.

\section{A start from the other side}

The reheating branch inherits the failures of the cooling branch. The remedy is a heating run that begins in a compact cluster prepared independently. In the small cell this is a centre with three neighbours, of energy $3V_1+3(V_2+W)=-0.54$ eV. No arrangement of four dopants lies lower: the shortest ring has six sites, so there are at most three bonds, and the star has more triplets than the chain.

Heated at the same 4 moves per rung, this start gives $-0.528$ eV at 600 K and $-0.481$ eV at 800 K, below the equilibrium values, while cooling stays above them. The disagreement now shows at the coldest rung, where the loop was blind. That two starts enclose the equilibrium value is what this cell shows, not a general theorem.

The scheme is therefore as follows. Run many independent walkers through the loop from random placement, and others upwards from a cluster. At each rung compare cooling with reheating, taking the error from the differences within each walker, since both energies belong to the same walker. Compare cooling with the cluster start, adding the two errors in quadrature, since those walkers are independent. Let $z$ be the absolute difference divided by its standard error. Go down from the hot end and stop at the first rung where either $z$ reaches a chosen limit, here 4. Agreement remains evidence, not proof: both starts could miss the same configurations.

The sampler was tested against the small cell at 4 moves per rung, where it is far from equilibrium. The mean energies along the loop agreed with the propagated ones, with a largest deviation of 2.5 standard errors, and the sampled $\langle e^{-w}\rangle$ was $0.99\pm0.05$. This error is estimated from the same sample and can be too small, because rare walkers with a large $e^{-w}$ carry much of the average.

\section{Ten dopants in a silicon-sized lattice}

Now take 10 dopants on 250 sites. With the lattice parameter $a$ of silicon and 8 sites per cubic cell, the concentration is $(10/250)(8/a^3)=2.0\times10^{21}$ cm$^{-3}$, a very heavily doped layer. The compact start is a cage of four sites with three neighbours and six with two. It has $(4\cdot3+6\cdot2)/2=12$ bonds and $4\cdot3+6\cdot1=18$ triplets, hence
\begin{equation}
E_{\rm cage}=12V_1+18(V_2+W)=-1.80-0.54=-2.34\ {\rm eV}.
\end{equation}
The lowest energy recorded in the slow loop, which started from random placement, has the same value.

With 200 walkers, the gap area is $2.8\pm0.2$ at 40 moves per rung and $0.8\pm0.2$ at 600. The slower loop also ends lower at 600 K, at $-0.158$ against $-0.102$ eV per dopant. In the slow loop the gaps at 800, 720 and 655 K are 0.0164, 0.0205 and 0.0117 eV per dopant. Their sum, times 10 dopants and $\delta$, is 0.78, practically the whole area; the other rungs nearly cancel.

At 900 K the loop alone would pass, with $z=1.7$. The cluster start fails there with $z=7.9$: its energy is $-0.117$ eV per dopant against $-0.079$ on cooling. At 600 K the loop has $z=0$ by construction, and the comparison of starts has $z=35$.

By the stated limit the lowest accepted rung is 1029 K. The start comparison there has $z=2.9$, however, and the cluster energy is the lower one, as at all colder rungs. This may be remaining memory of the start. At 1200 K both $z$ values are below 1, and that is the safer place to stop. An isolated $z=2.5$ occurs at 2400 K, but there the cluster start lies higher, not lower, so it does not look like a surviving cluster.

\section{What this says about activation}

Count a dopant as active if none of its first neighbours is a dopant. This is a model criterion; no carriers are computed. At 1200 K the three branches give active fractions of 0.517, 0.524 and 0.525, or about $1.0\times10^{21}$ cm$^{-3}$ active dopants. This density belongs to the 250-site cell. It is not a prediction for a particular dopant in silicon, and it is not the bulk value of the model either. A fully doped crystal has the energy $2V_1+6V_2+6W=-0.48$ eV per dopant, so the dilute phase that coexists with it at 1200 K holds a dopant fraction of about $e^{-0.48/0.103}\approx0.01$. A concentration of 0.04 is about four times this solubility. A large crystal in equilibrium would precipitate the excess and leave an active fraction of at most about $0.01/0.04=0.25$, half the value found here. At 600 K the cooled sample gives 0.081 and the cluster start 0.003. Neither may be quoted as the equilibrium value: the difference records the preparation.

The triplet term matters for the result. In the small cell at 900 K the equilibrium active fraction is 0.22 with $W=-0.06$ eV and 0.34 with $W=0$. Part of the reason is general. If $\tau$ is the number of triplets, differentiating its Boltzmann average at fixed $V_1$, $V_2$ and $T$ gives
\begin{equation}
\frac{\partial\langle\tau\rangle}{\partial W}
=-\beta\left(\langle\tau^2\rangle-\langle\tau\rangle^2\right)\le0,
\end{equation}
so a more negative $W$ cannot reduce the mean number of triplets. That the active fraction falls as well is a result of the enumeration, not of this inequality.

The model leaves out vacancies and interstitials, which can bind dopants into inactive complexes, as well as long-range electrostatics and the dependence of the interactions on the Fermi level. Ten dopants also cannot show how cluster sizes are distributed in a large crystal, and they are too few to sustain a precipitate at 1200 K: agreement of the starts there establishes the equilibrium of this cell, not of the bulk. A larger cell needs its own equilibration check, because the temperature at which the starts agree depends on the cell, the concentration and the number of moves. It also depends on the number of walkers: with fewer walkers the standard errors are larger, and the same limit on $z$ can accept colder rungs without any better equilibration. The complete set of rungs is in the numerical output below.

\section*{Numbers as computed}
\begin{verbatim}
V1, V2, W = -0.15, 0.03, -0.06 eV
beta step = 1.6117 1/eV; finite-T rungs = 12
largest error if dopant is not removed = 0.330 eV
small cell: 4 dopants, 54 sites
configurations = 316251; symmetry classes = 374
small cell, exact: moves/rung, gap area G, mean work w (no unit)
      1  1.745630  2.014568
      4  1.520980  2.008653
     16  0.517785  1.162188
     64  0.035697  0.725630
    256  0.000014  0.693896
   1024  -0.000000  0.693886
  16384  -0.000000  0.693886
small cell, 4 moves/rung: T(K), U, cool, reheat, cluster (eV)
  2400  -0.1105  -0.0944  -0.1636  -0.1805
  1200  -0.2391  -0.1759  -0.3121  -0.3802
  800  -0.3764  -0.2598  -0.3586  -0.4811
  600  -0.4608  -0.3329  -0.3329  -0.5282
sampler vs exact chain: largest deviation = 2.51 std errors
sampled <exp(-w)> = 0.9858 +/- 0.0537
active fraction at 900 K: with W 0.2249, W=0 0.3443
large cell: 10 dopants, 250 sites, 200 walkers
dopant concentration in Si = 1.998e+21 cm^-3
compact cage energy = -2.340 eV
lowest sampled energy, slow loop records = -2.340 eV
slow run, 600 moves/rung: energies in eV per dopant
T(K), cool, reheat, cluster, z(loop), z(start)
  7200  -0.0080  -0.0090  -0.0079  0.5  0.1
  3600  -0.0114  -0.0117  -0.0129  0.2  0.9
  2400  -0.0193  -0.0184  -0.0144  0.5  2.5
  1800  -0.0267  -0.0218  -0.0272  2.3  0.2
  1440  -0.0361  -0.0355  -0.0342  0.2  0.7
  1200  -0.0469  -0.0451  -0.0462  0.7  0.3
  1029  -0.0620  -0.0634  -0.0730  0.4  2.9
  900  -0.0788  -0.0848  -0.1174  1.7  7.9
  800  -0.1004  -0.1168  -0.1731  4.1  16.2
  720  -0.1207  -0.1412  -0.2036  5.5  20.9
  655  -0.1417  -0.1534  -0.2215  3.8  27.5
  600  -0.1580  -0.1580  -0.2298  0.0  34.6
active fraction: T(K), cool, reheat, cluster
  2400  0.728  0.730  0.767
  1200  0.517  0.524  0.525
  900  0.349  0.326  0.252
  720  0.185  0.150  0.042
  600  0.081  0.081  0.003
G, 40 moves/rung = 2.773 +/- 0.221
G, 600 moves/rung = 0.787 +/- 0.174
cold energy/dopant: fast -0.1016, slow -0.1580 eV
lowest T passing both checks (z < 4) = 1029 K
\end{verbatim}
